# Tuning a range-separation parameter and its drift with polyene length

## Definitions and conventions

Equations use Hartree atomic units, so energies are in hartree and the range parameter $w$ is in bohr$^{-1}$. Reported energies are in eV. Nuclei stay fixed when an electron is added or removed, so every ionization energy is vertical.

Let $E(M)$ be the self-consistent energy with $M$ electrons and $\varepsilon_H(M)$ the energy of the highest occupied orbital. The neutral molecule has $N$ electrons. Its ionization energy and that of its anion are

$$I_N=E(N-1)-E(N),\qquad I_A=E(N)-E(N+1).$$

The orbital-matching residuals are

$$J_N(w)=\varepsilon_H(N)+I_N,\qquad J_A(w)=\varepsilon_H(N+1)+I_A.$$

The tuned parameter $w_*$ minimises $J^2=J_N^2+J_A^2$. One parameter cannot in general satisfy two equations, so a nonzero minimum is the normal outcome.

The functional is LC-LDA: local exchange for the short-range interaction, exact exchange for the long-range interaction, and VWN local correlation. The split is

$$\frac1r=\frac{\operatorname{erfc}(wr)}r+\frac{\operatorname{erf}(wr)}r .$$

A larger $w$ hands over to exact exchange at a shorter distance.

## The functional and its Fock matrix

For spin $s$ let $D_s$ be the density matrix in a real basis, $\rho_s$ the spin density, and $D=\sum_sD_s$. Define

$$(\mathcal J[D])_{pq}=\sum_{rt}(pq|r^{-1}|rt)D_{rt},$$
$$(K_w[D_s])_{pq}=\sum_{rt}(pr|\operatorname{erf}(wr)/r|qt)(D_s)_{rt}.$$

With $h$ the one-electron matrix, the energy is

$$E=E_{nuc}+\mathrm{Tr}\,hD+\tfrac12\mathrm{Tr}\,D\mathcal J[D]-\tfrac12\sum_s\mathrm{Tr}\,D_sK_w[D_s]+\sum_s\!\int\! e_x(\rho_s)\,d^3r+E_c .$$

Both $\mathcal J$ and $K_w$ are linear and symmetric, so differentiating a quadratic term gives two equal contributions and removes its factor $1/2$:

$$F_s=\frac{\partial E}{\partial D_s}=h+\mathcal J[D]-K_w[D_s]+V_{x,s}+V_{c,s}.$$

**Local exchange.** A uniform gas of one spin fills a sphere of radius $k=(6\pi^2\rho_s)^{1/3}$. Its exchange energy density is $-\tfrac12$ times the interaction summed over all pairs of occupied momenta. Pairs differing by $q$ fill the overlap of two spheres. With $y=q/(2k)$, this overlap consists of two caps of height $k(1-y)$ and has volume

$$\tfrac{2\pi}{3}k^3(1-y)^2(2+y)=\tfrac{4\pi}{3}k^3g(y),\qquad g=1-\tfrac32y+\tfrac12y^3.$$

The function $\operatorname{erf}(wr)/r$ is the potential of a unit Gaussian charge, with transform $4\pi e^{-q^2/4w^2}/q^2$. The short-range transform is therefore $4\pi(1-e^{-q^2/4w^2})/q^2$. Dividing the overlap by $(2\pi)^3$ gives $k^3g/(6\pi^2)$, and

$$e_x=-\frac12\int_0^{2k}\frac{4\pi q^2dq}{(2\pi)^3}\,\frac{4\pi(1-e^{-q^2/4w^2})}{q^2}\,\frac{k^3g}{6\pi^2}.$$

Set $a=w/(2k)$. Then $q^2/4w^2=y^2/4a^2$ and $dq=2k\,dy$, so

$$e_x=-\frac{k^4}{3\pi^3}\int_0^1(1-e^{-y^2/4a^2})g(y)\,dy.$$

Since $\int_0^1g\,dy=1-\frac34+\frac18=\frac38$, the unscreened value is $-k^4/(8\pi^3)=C\rho_s^{4/3}$, with $C=-\frac32(3/4\pi)^{1/3}$. Thus $e_x=C\rho_s^{4/3}F(a)$ with

$$F=1-\frac83\int_0^1e^{-y^2/4a^2}g(y)\,dy.$$

Write $\mathcal E=e^{-1/4a^2}$. The three integrals needed are

$$\int_0^1e^{-y^2/4a^2}dy=a\sqrt\pi\,\operatorname{erf}\frac1{2a},\qquad \int_0^1ye^{-y^2/4a^2}dy=2a^2(1-\mathcal E),$$
$$\int_0^1y^3e^{-y^2/4a^2}dy=8a^4(1-\mathcal E)-2a^2\mathcal E.$$

Weighting them by $1$, $-\frac32$ and $\frac12$ gives $aG(a)$, where

$$G=\sqrt\pi\operatorname{erf}\frac1{2a}+(2a-4a^3)\mathcal E-3a+4a^3,\qquad F=1-\frac83aG.$$

For the potential, $a\propto\rho_s^{-1/3}$ implies $da/d\rho_s=-a/(3\rho_s)$. The product rule gives

$$v_x=\frac{de_x}{d\rho_s}=\frac C3\rho_s^{1/3}(4F-aF').$$

To find $F'$, use $\mathcal E'=\mathcal E/(2a^3)$. The derivative of the error-function term is $-\mathcal E/a^2$, and that of the next term is $(2-12a^2)\mathcal E+(1/a^2-2)\mathcal E$. Adding them and $-3+12a^2$ leaves

$$G'=12a^2(1-\mathcal E)-3,\qquad F'=-\frac83(G+aG').$$

At small $a$, $F\to1-\frac83\sqrt\pi\,a$, and ordinary local exchange returns. At large $a$, large terms in $G$ cancel. Expanding $1-e^{-y^2/4a^2}$ under the integral avoids this:

$$F=\frac83\sum_{m\ge1}\frac{(-1)^{m+1}}{m!(4a^2)^m}\left[\frac1{2m+1}-\frac3{4(m+1)}+\frac1{4(m+2)}\right]$$
$$=\frac1{36a^2}-\frac1{960a^4}+\frac1{26880a^6}-\frac1{829440a^8}+\cdots$$

Use the closed form for $a<3$ and these four terms, with their term-by-term derivative, for $a\ge3$. Low-density tails fall in the second region.

## What the residual measures

Let one frontier orbital have occupation $f$ between 0 and 1. Write $D=\sum_if_ic_ic_i^T$, with $c_i^TSc_i=1$ and $Fc_i=\varepsilon_iSc_i$ in the appropriate spin channel; $S$ is the overlap matrix. A change of occupation and orbitals gives

$$dE=\mathrm{Tr}\,F\,dD=\sum_i\varepsilon_i\,df_i+2\sum_if_i\varepsilon_i\,dc_i^TSc_i.$$

The last sum vanishes because $2\,dc_i^TSc_i=d(c_i^TSc_i)=0$. This is Janak's theorem, $dE/df=\varepsilon(f)$. It applies along a continuous branch of self-consistent states.

For the neutral molecule, $f=0$ is the cation and $f=1$ the neutral. Integration gives $E(N)-E(N-1)=\int_0^1\varepsilon\,df$, hence $I_N=-\int_0^1\varepsilon\,df$ and

$$J_N=\varepsilon(1)-\int_0^1\varepsilon(f)\,df=\int_0^1f\,\varepsilon'(f)\,df.$$

The second equality follows by integrating $d(f\varepsilon)/df=\varepsilon+f\varepsilon'$. The residual is a weighted curvature of $E(f)$. If the curvature keeps one sign, positive $J_N$ means a convex energy and negative $J_N$ a concave one. A zero removes this weighted mean but does not prove that $E(f)$ is straight. If $\varepsilon$ is linear in $f$,

$$J_N=\tfrac12[\varepsilon(1)-\varepsilon(0)].$$

The same derivation applied to the added electron gives $J_A$. Its empty end is the neutral LUMO, since the Fock matrix here is a continuous function of the density matrices.

The sources of curvature follow from differentiating $\varepsilon$. For a frozen frontier orbital $\phi$, the Coulomb and exact-exchange parts combine into

$$\iint\phi^2(\mathbf r)\frac{\operatorname{erfc}(w|\mathbf r-\mathbf r'|)}{|\mathbf r-\mathbf r'|}\phi^2(\mathbf r')\,d^3r\,d^3r'>0.$$

Local exchange and correlation add their kernels. Relaxation of the orbitals adds a nonpositive term at a stable minimum, because relaxation lowers the energy to second order. As $w$ grows, the positive integral shrinks. As $w\to\infty$, short-range exchange vanishes too, leaving relaxation and the correlation kernel. A sign change of $J_N$ is therefore plausible, but must be found numerically.

## Location of the optimum

Differentiating the objective and setting the result to zero gives

$$J_NJ_N'+J_AJ_A'=0.$$

Suppose both residuals decrease monotonically over the range searched and pass through zero at $w_N$ and $w_A$. Below both roots the residuals are positive and their slopes negative, so $J^2$ decreases. Above both roots, residuals and slopes are negative, so $J^2$ increases. The minimum therefore lies between the roots.

When the roots are close, put $J_N\simeq s_N(w-w_N)$ and $J_A\simeq s_A(w-w_A)$. The stationary condition becomes

$$s_N^2(w-w_N)+s_A^2(w-w_A)=0,\qquad w_*\simeq\frac{s_N^2w_N+s_A^2w_A}{s_N^2+s_A^2}.$$

The steeper condition has the greater weight. For equal slopes the optimum is the midpoint, where the residuals are equal and opposite.

## Algorithm

```
evaluate(w):
    build integrals of erf(w r)/r
    for charge in neutral, cation, anion:
        start from this charge's last density
        solve the self-consistent equations
    return J_N, J_A

tune(three starting values):
    data = evaluate each starting value
    repeat:
        interpolate J_N(w) and J_A(w) separately
        g = minimiser of J_N(w)^2 + J_A(w)^2
            for 0.8 min(w) <= w <= 1.25 max(w)
        c = computed w nearest to g
        if |g - c| < 0.002: return c and its direct data
        add evaluate(g) to data
```

The residuals are interpolated separately because they are nearly linear near their roots, while their squares bend there. The returned energies come from self-consistent calculations at $c$, not from the interpolant. If $g$ lies at an end of the search interval, the interval must be extended before a minimum is accepted.

For each charge, iterate until $F_sD_sS-SD_sF_s$ is small in an orthonormal basis. This commutator vanishes when occupied and empty orbitals no longer mix. DIIS combines earlier Fock matrices to reduce it. The first ionic densities can be made by removing or adding a frontier electron in the neutral orbitals.

## Cost and numerical stability

With $n$ basis functions and $N_g$ grid points, a dense implementation needs $O(n^4)$ work for each new set of long-range integrals and for each exchange build. The grid work is $O(N_gn^2)$ per iteration, and diagonalization is $O(n^3)$. The ordinary Coulomb integrals do not depend on $w$ and are computed once.

Permutation symmetry reduces storage to about $n^4/8$ numbers per integral set. C$_6$H$_8$ in 3-21G has $6\times9+8\times2=70$ functions. These form $70\times71/2=2485$ pairs and $2485\times2486/2\simeq3.1$ million distinct integrals, about 25 MB in double precision. Larger oligomers call for screening or density fitting.

An error $\delta J$ in a residual moves its root by about $\delta J/|J'|$. A flat residual thus amplifies convergence and grid noise. All charge states should use the same basis and grid. The frontier orbital's symmetry should also be followed: a change of electronic state between two values of $w$ can put a kink or jump into $J$, and the interpolation then fails.

## Worked example: three polyenes

The molecules are all-trans C$_2$H$_4$, C$_4$H$_6$ and C$_6$H$_8$, planar, with all angles $120^\circ$. The chosen C=C, C–C and C–H lengths are 1.34, 1.46 and 1.09 Å. Keeping them fixed separates the length trend from changes in bond alternation. The basis is 3-21G.

Ethylene starts from $w=0.2$, 0.4 and 0.6 bohr$^{-1}$. The longer molecules start from 0.6, 0.8 and 1.0 times the ethylene optimum. The results are:

| Molecule | $w_*$ (bohr$^{-1}$) | $1/w_*$ (Å) | $w_N$, $w_A$ (bohr$^{-1}$) |
|---|---:|---:|---:|
| C$_2$H$_4$ | 0.436 | 1.215 | 0.438, 0.431 |
| C$_4$H$_6$ | 0.364 | 1.456 | 0.367, 0.360 |
| C$_6$H$_8$ | 0.318 | 1.662 | 0.321, 0.313 |

The third decimal describes the numerical optimum of this model, not the accuracy of the functional. The values are not converged in the basis. For ethylene, 6-31G* lowers $w_*$ to about 0.41 bohr$^{-1}$ ($w_N\approx0.42$, $w_A\approx0.41$), and 6-311G** lowers $w_N$ further to about 0.40 bohr$^{-1}$. The second decimal is therefore already basis-dependent. The final interpolants place the minima within 0.001 bohr$^{-1}$ of the accepted points.

For ethylene, $I_N=11.001$ eV and $\varepsilon_H(N)=-10.991$ eV, giving $J_N\simeq0.01$ eV. For its anion, $I_A=-2.917$ eV and $\varepsilon_H(N+1)=2.903$ eV, giving $J_A=-0.014$ eV. Integrating the fractional-occupation level with four Gauss–Legendre points gives an ionization energy of 11.00 eV, in agreement with the energy difference.

Away from the optimum, ethylene shows both signs of curvature. At $w=0.2$ bohr$^{-1}$, $J_N=1.66$ eV, while half the change of the level on filling is 1.64 eV. At $w=0.6$ bohr$^{-1}$ the two values are $-0.49$ and $-0.47$ eV. The linear-level estimate is thus good to within 0.02 eV in both cases.

In butadiene, $J=\sqrt{J_N^2+J_A^2}$ is 0.02 eV at the accepted point. Direct calculations 0.05 bohr$^{-1}$ below and above it give 0.30 and 0.24 eV. The minimum is well defined, and its two sides are not symmetric.

For C$_6$H$_8$, the slope-weighted mean of the two roots is 0.318 bohr$^{-1}$, equal to the tuned value at this precision. Both conditions ask for nearly the same parameter.

## Reading the length drift

The optimum falls by 0.072 bohr$^{-1}$ from C$_2$H$_4$ to C$_4$H$_6$, and by 0.045 bohr$^{-1}$ from C$_4$H$_6$ to C$_6$H$_8$ (differences are taken before rounding). The neutral-molecule root $w_N$ falls as well, so the drift does not depend on including the anion. In 6-31G*, $w_N$ goes from about 0.42 bohr$^{-1}$ in C$_2$H$_4$ to about 0.35 bohr$^{-1}$ in C$_4$H$_6$, so this step survives the addition of polarization functions on carbon, although both values shift down by about 0.02 bohr$^{-1}$.

Measured along the direction at $30^\circ$ to every carbon–carbon bond, each added unit lengthens the carbon chain by $(1.34+1.46)\cos30^\circ=2.42$ Å. Meanwhile $1/w_*$ grows by 0.24 Å and then by 0.21 Å. The tuned length therefore grows much more slowly than the molecule and is not a measure of chain length. Three points do not establish an asymptotic law or a polymer limit.

Keeping the ethylene parameter has a direct cost. In C$_4$H$_6$ it gives $J_N=-0.23$ eV and $J_A=-0.23$ eV. In C$_6$H$_8$ both residuals are $-0.35$ eV. The neutral HOMO is then 0.35 eV too low relative to $-I_N$ from the same functional. This is an internal mismatch, not an error relative to experiment.

The negative residuals show that a fixed $w$ becomes too large as these chains grow. A likely cause is that the frontier orbital spreads and its positive short-range self-repulsion falls faster than the negative curvature terms. This is a conjecture, since those terms were not computed separately.

## Failure modes

**Unbound anions.** All three anions have negative ionization energies: $-2.92$, $-1.46$ and $-0.67$ eV in order of length. The extra electron is held by the compact basis. At the same ethylene parameter, $w=0.436$ bohr$^{-1}$, 6-31G gives $I_A=-2.71$ eV and 6-31++G gives $-0.93$ eV. These two values belong to different states: the extra electron occupies the $\pi^*$ orbital in 6-31G but a diffuse $\sigma$ orbital in 6-31++G. Adding diffuse functions thus changes the character of the anion as well as shifting $I_A$ by 1.79 eV. With the electron held in $\pi^*$, 6-31++G gives $-1.57$ eV, so about 1.1 eV of the shift is a basis effect on the same state. The compact-basis value is not a converged electron affinity.

If the anion has no bound state, an ever more complete basis lets the extra electron move far away. Its energy and $I_A$ then tend to zero. Its short-range self-repulsion also vanishes as it spreads, so $J_A\to0$ at every $w$ for which the whole electron escapes. Over that range the anion condition has lost its information. At small $w$ the functional may instead keep a fraction of the electron on the molecule, and $J_A$ then need not vanish. One should then tune $J_N$ alone, or state plainly that the anion is a compact-basis model.

**Very long chains.** Suppose the added or removed charge remains spread over the whole chain. As the chain grows, the density change in each unit tends to zero, and so does the change of the frontier level on filling. Both residuals then become small over a range of $w$, and the minimum becomes flat. A small $J$ in that regime is weak evidence for a particular parameter. If the charge localises instead, this argument does not apply.

**Comparing total energies.** Different $w$ values define different functionals. For two distant molecules A and B that each keep an integer number of electrons, a calculation of the pair at one $w$ gives $E_A(w)+E_B(w)$. This generally differs from the sum of energies with each molecule at its own tuned parameter. Where $E(f)$ is convex, charge can also spread over both fragments and lower the energy below that sum: for C$_2$H$_4$ and C$_2$H$_4^+$ at $w=0.2$ bohr$^{-1}$, an equally shared hole lies 0.82 eV lower. Binding and reaction energies need one common parameter for all species.

**Degenerate frontiers.** An electron can be removed from different combinations of degenerate orbitals. The ionic solution may break symmetry, and the neutral and ionic calculations may no longer follow one branch. The chosen state must then be specified.

**From molecule to solid.** These vertical, isolated-molecule energies omit geometry relaxation, vibration and polarization by surrounding molecules. The small basis and approximate correlation also limit them. Matching an orbital energy to an energy difference makes the functional more consistent with itself; it does not remove an error shared by both quantities.
